# Spin-phonon shift from exchange curvature and ferro/antiferro force constants

**Q.** I am told that magnetic order shifts phonon frequencies. Why should a nucleus care how spins point?

**A.** Because the energy of a pair of spins depends on where the nuclei are. Take a chain of magnetic ions with spin $S$ and one non-magnetic ligand in the middle of each bond. Ligand $b$ has mass $M$ and can move by $u_b$ at right angles to the chain. I write

$$H_s=\sum_b J(u_b)\,A_b,\qquad A_b=\mathbf S_b\cdot\mathbf S_{b+1},$$

with spins in units of $\hbar$, each bond counted once, and $J>0$ antiferromagnetic. Everything that does not depend on the spin arrangement goes into a spring energy $\tfrac12k_0u_b^2$. This assumes bilinear exchange between nearest neighbours and moments of fixed length.

If $J$ changes with $u$, the spins push on the ligand. If that push changes with $u$, they also alter its stiffness.

**Q.** Then compute the stiffness. The spins are quantum and warm, so please do not differentiate as if $H_s$ were a number.

**A.** Move one ligand, hold the others at zero, and let the spins stay in equilibrium. With $\beta=1/k_BT$ the free energy is

$$F(u)=\tfrac12k_0u^2-\frac1\beta\ln Z,\qquad Z=\mathrm{Tr}\,e^{-\beta H_s}.$$

Since $\partial H_s/\partial u=J'A$, and the trace is cyclic, the first derivative needs no commutation assumption:

$$\frac{d\ln Z}{du}=-\beta J'\langle A\rangle,\qquad F'=k_0u+J'\langle A\rangle .$$

Differentiate again, with the product rule:

$$F''=k_0+J''\langle A\rangle+J'\frac{d\langle A\rangle}{du}.$$

In the last term the order of operators matters. The derivative of the exponential is

$$\frac{d}{du}e^{-\beta H_s}=-J'\int_0^\beta d\tau\,e^{-(\beta-\tau)H_s}A\,e^{-\tau H_s}.$$

Apply the quotient rule to $\langle A\rangle=\mathrm{Tr}(Ae^{-\beta H_s})/Z$. The numerator gives the integral, and the denominator gives $-\langle A\rangle\,d\ln Z/du=+\beta J'\langle A\rangle^2$. Hence

$$\frac{d\langle A\rangle}{du}=-J'\chi,\qquad \chi=\int_0^\beta d\tau\,\langle e^{\tau H_s}Ae^{-\tau H_s}A\rangle-\beta\langle A\rangle^2,$$

and the static stiffness is

$$F''=k_0+J''\langle A\rangle-(J')^2\chi .$$

**Q.** That has two magnetic terms. I was promised one, proportional to $J''$.

**A.** The promise holds under a condition. For a straight bridge, reflection in the chain axis turns $u$ into $-u$ and leaves the spin energies unchanged. So $J(u)=J(-u)$, and $J'(0)=0$. At that point

$$k=k_0+J''\langle\mathbf S_i\cdot\mathbf S_j\rangle .$$

The same symmetry removes magnetic coupling between different ligands. For $b\ne c$ there is no second derivative of a single $J$, and the mixed derivative of $F$ is $-J'_bJ'_c\chi_{bc}=0$, where $\chi_{bc}$ is the corresponding cross response.

**Q.** Is the discarded term small when the bridge is bent?

**A.** Not in general. In a six-spin ring with one ligand held at $u=0.5$ Å and $k_BT=30$ meV, the $J''$ term is $-3.8$ meV/Å$^2$, while the spin-response term is $-18.5$ meV/Å$^2$. This uses the exchange function derived below. Its curvature changes sign near $u=0.44$ Å, so the $J''$ term is unusually small at this point and the ratio of the two terms is not typical; at $u=0.3$ Å the two terms are $+17$ and $-16$ meV/Å$^2$ and nearly cancel. The sum of both terms was tested against the numerical curvature of the free energy, for the straight and the bent bridge.

The response term is never positive. In the eigenstates of $H_s$, with energies $E_n$ and weights $w_n$,

$$\chi=\sum_{mn}|\delta A_{mn}|^2\frac{w_n-w_m}{E_m-E_n},\qquad \delta A=A-\langle A\rangle,$$

and each fraction is positive because lower levels have larger weights; for equal energies it becomes $\beta w_n$. Spins that can adjust soften the motion. The term also assumes that they have time to adjust during a vibration, so for a bent bridge the static result needs a separate justification.

**Q.** Back to the straight bridge. You have a stiffness, and I want a frequency.

**A.** Put $\Delta k=J''\langle A\rangle$ and $\omega_0=\sqrt{k_0/M}$. Then

$$\omega=\sqrt{\frac{k_0+\Delta k}{M}}=\omega_0\left(1+\frac{\Delta k}{2k_0}-\frac{\Delta k^2}{8k_0^2}+\dots\right).$$

Keep the first-order term and use $k_0=M\omega_0^2$:

$$\Delta\omega=\frac{J''\langle\mathbf S_i\cdot\mathbf S_j\rangle}{2M\omega_0}.$$

If $J''<0$, antiferromagnetic correlation, which is negative, hardens the mode and ferromagnetic correlation softens it. If $J''>0$ the signs reverse. If a ligand touches several bonds, $J''\langle A\rangle$ becomes a sum over them.

**Q.** A phonon is not static. Its quantum may be comparable with $J$, and then the spins are not fast.

**A.** So treat the ligand as a quantum oscillator. With $J'=0$ the coupling is $\tfrac12J''u^2A$ to lowest order in $u$. In the oscillator state with $n$ quanta,

$$\langle n|u^2|n\rangle=(2n+1)\frac{\hbar}{2M\omega_0}.$$

Let the spins be in a non-degenerate ground state. The first-order energies for $n=1$ and $n=0$ differ by

$$\hbar\Delta\omega=\tfrac12J''\langle A\rangle(3-1)\frac{\hbar}{2M\omega_0}=\frac{\hbar J''\langle A\rangle}{2M\omega_0}.$$

This is the static result, and no ratio of phonon to spin energy was used. At first order the oscillator supplies only the mean of $u^2$, and the spins only the mean of $A$. At finite temperature each spin level has its own first-order shift; the formula gives their thermal average, not the width of the line.

**Q.** And at second order?

**A.** There the spin dynamics enters. For a four-spin ring with $\langle A\rangle=-0.5$, a phonon quantum of 23.14 meV and $J=39.9$ meV, first order gives a shift of 0.562 meV. Diagonalizing spins and oscillator together, with the same coupling $\tfrac12J''u^2A$, gives 0.547 meV, about 2.5% less than the first-order value. The $u^4$ term of $J(u)$ is left out of both numbers; with the full $J(u)$ in the coupling the shift falls by a further 0.022 meV, to 0.525 meV, so this comparison isolates the effect of second order in the quadratic coupling only.

Part of this is the curvature of the square root. Here $\Delta k/k_0=0.0995/2.0498=0.0485$, so the static formula with the full root gives $23.14(\sqrt{1.0485}-1)=0.555$ meV. If $A$ were replaced by its mean, the Hamiltonian would be an oscillator with just this frequency. The remaining reduction therefore comes from the matrix elements of $A$ that excite the spins.

**Q.** Real modes move many atoms. Can I still subtract frequencies?

**A.** Subtract force constants first. Let $D$ be the force-constant matrix divided by the square roots of the two masses, with $De=\omega^2e$ and $e^{T}e=1$. Magnetism adds $\Delta D$. To first order,

$$D\,\delta e+\Delta D\,e=\omega^2\delta e+2\omega\Delta\omega\,e .$$

Multiply from the left by $e^T$. As $D$ is symmetric, $e^TD\,\delta e=\omega^2e^T\delta e$, and these terms cancel. What is left is

$$\Delta\omega=\frac{e^T\Delta D\,e}{2\omega}$$

for a non-degenerate mode. With $J'=0$ the matrix $\Delta D$ is linear in the spin correlations. The frequencies are not: they are square roots of the eigenvalues of $D+\Delta D$, and the mode vectors change as well.

**Q.** How do I get $J''$ from calculations that know nothing of your $J(u)$?

**A.** Compute the force constants in two collinear states at the same geometry. Write

$$\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12(S_i^+S_j^-+S_i^-S_j^+).$$

In a product state with neighbours up and down, the bracket gives a different, orthogonal product state, so its mean is zero. With both spins fully up, each raising operator gives zero. Therefore

$$\langle A\rangle_{\rm FM}=S^2,\qquad \langle A\rangle_{\rm AFM}=-S^2,$$

$$k_{\rm FM}=k_0+J''S^2,\qquad k_{\rm AFM}=k_0-J''S^2 .$$

The difference and the sum give

$$J''=\frac{k_{\rm FM}-k_{\rm AFM}}{2S^2},\qquad k_0=\frac{k_{\rm FM}+k_{\rm AFM}}2 .$$

**Q.** You insist on the same geometry. What if I relax each state, as seems natural?

**A.** Then the lattice lengths $a_F$ and $a_A$ may differ, and

$$k_{\rm FM}-k_{\rm AFM}=k_0(a_F)-k_0(a_A)+S^2[J''(a_F)+J''(a_A)] .$$

The first two terms are ordinary anharmonicity. They would be booked as exchange curvature.

**Q.** And what does second-neighbour exchange do?

**A.** Let all ligands move together, and let a second-neighbour exchange $J_2$ have zero slope and curvature $J_2''$. Second neighbours are parallel in both states, so both stiffnesses gain $J_2''S^2$. It cancels from $J''$, but the average becomes

$$\bar k=\frac{k_{\rm FM}+k_{\rm AFM}}2=k_0+J_2''S^2 .$$

A third order, up-up-down-down, settles the matter. Its nearest-neighbour products average to zero and its second neighbours are antiparallel, so $k_3=k_0-J_2''S^2$. Then

$$J_2''=\frac{\bar k-k_3}{2S^2},\qquad k_0=\frac{\bar k+k_3}{2}.$$

**Q.** In density functional perturbation theory the electrons relax when a nucleus moves. Where is that in your $J''$?

**A.** It belongs inside it. Consider a mean-field energy $E=\mathrm{Tr}(\rho h)+E_{\rm int}[\rho]$, where $h(u)$ is the bare one-electron Hamiltonian and $E_{\rm int}$ has no explicit dependence on $u$. At self-consistency $E$ is stationary under allowed changes of $\rho$. Thus

$$E'=\mathrm{Tr}(\rho h'),\qquad E''=\mathrm{Tr}(\rho h'')+\mathrm{Tr}(\rho'h').$$

The density response $\rho'$ enters through the second term. Density functional perturbation theory has this structure, with the nuclear repulsion added.

Apply it to a half-filled Hubbard chain with hopping $-t(u)$ and on-site repulsion $U$. If all ligands move together, the kinetic energy per bond is $-tB$, where $B=\sum_\sigma\langle c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\rangle$. So

$$E''=-t''B-t'B' .$$

For the straight bridge $t'=0$, and the response term vanishes.

**Q.** Then could one drop the response altogether?

**A.** No. For a bent bridge it is needed to obtain $J''$ itself, as the strong-repulsion limit shows. In the antiferromagnetic state let each electron sit on its own site with a small amplitude $a$ on either neighbour. Its kinetic energy is $-4ta$: two neighbours, and two equal cross terms for each. It meets the opposite-spin electron of each neighbour with probability $a^2$, at a cost $2Ua^2$. To leading order in $t/U$,

$$e(a)=-4ta+2Ua^2,\qquad a=\frac tU,\qquad E_{\rm AFM}=-\frac{2t^2}{U}$$

per site, which in a chain is also per bond. In the ferromagnetic state all orbitals of one spin are full, so $B=0$ and $E_{\rm FM}=0$. The spin model says $E_{\rm FM}-E_{\rm AFM}=2JS^2=J/2$ for $S=\tfrac12$. Therefore

$$J=\frac{4t^2}{U},\qquad J''=\frac8U\left(t'^2+tt''\right).$$

From $B=-\partial E_{\rm AFM}/\partial t=4t/U$, the response term is $-t'B'=-4t'^2/U$. This is the $t'^2$ part of $-J''/2$, the antiferromagnetic curvature. At $u=0.5$ Å the self-consistent calculation gives $-31$ meV/Å$^2$ for it. It is an electronic response at fixed spin order, and it is distinct from the term $-(J')^2\chi$, in which the spin correlations themselves change.

**Q.** What, then, is $t(u)$? So far $J''$ could have either sign.

**A.** Put the ions at $(\mp d,0)$ and the ligand at $(0,u)$, with $r^2=d^2+u^2$. Suppose the magnetic orbitals are round and the ligand offers two $p$ orbitals in the plane. The hop to a $p$ orbital is proportional to the component of the ion-ligand direction along it. The unit vectors from the left and right ions are

$$\mathbf n_L=\frac{(d,u)}r,\qquad \mathbf n_R=\frac{(-d,u)}r,\qquad \mathbf n_L\cdot\mathbf n_R=-\frac{d^2-u^2}{d^2+u^2}.$$

Eliminating a distant ligand level to second order multiplies the two hops and sums over both $p$ orbitals, which produces this scalar product. If each hop falls as $r^{-p}$, two hops give $(d/r)^{2p}$. The overall sign does not matter here, because the energy contains $t^2$. So

$$t(u)=t_0\left(\frac{d^2}{d^2+u^2}\right)^p\frac{d^2-u^2}{d^2+u^2}.$$

This form was tested against the level splitting of a four-orbital cluster. The shifts of the ion levels that the elimination also produces are left out of the model.

For small $x=u^2/d^2$ the first factor is $1-px$ and the second is $1-2x$. Their product is $1-(p+2)x$, and its square is $1-2(p+2)x$, to first order in $x$. Thus

$$J(u)\simeq J(0)\left[1-2(p+2)\frac{u^2}{d^2}\right],\qquad J''(0)=-\frac{4(p+2)J(0)}{d^2}.$$

The $p$ comes from stretching the two ion-ligand bonds, and the 2 from bending the bridge. Both weaken antiferromagnetic exchange, so $J''<0$ here. This sign belongs to this bridge and is no general law.

**Q.** Show me the extraction with numbers.

**A.** I take round model parameters: $t_0=0.2$ eV, $U=4$ eV, $d=2$ Å, $p=3$, a lattice spring of 2 eV/Å$^2$ and $M=16$ u. The formulas predict

$$J=\frac{4(0.2)^2}{4}\ \text{eV}=40\ \text{meV},\qquad J''=-\frac{4\cdot5\cdot40}{2^2}=-200\ \text{meV/Å}^2 .$$

Now forget them. Self-consistent mean-field energies of a 12-site ring, differentiated numerically, give $k_{\rm FM}=2.0000$ and $k_{\rm AFM}=2.0995$ eV/Å$^2$. With $2S^2=\tfrac12$,

$$J''=\frac{2.0000-2.0995}{0.5}=-0.199\ \text{eV/Å}^2,$$

$$k_0=\frac{2.0000+2.0995}{2}=2.0498\ \text{eV/Å}^2 .$$

The extracted $J''$ is 0.5% smaller in magnitude than the superexchange value. Halving $t_0$ cuts this relative difference to 0.125%. The factor of four is what a correction of order $(t/U)^2$ requires, and it was tested. The size of that correction is the mean-field one: the exact two-site Hubbard problem gives $J''=-0.196$ eV/Å$^2$, 2% below the superexchange value in magnitude. Moving a single ligand gives the same $k_{\rm AFM}$ as moving all of them, as the absence of magnetic coupling between ligands demands.

**Q.** Your lattice spring was 2, yet $k_0$ is 2.05. Has something been counted twice?

**A.** No. The electronic energy is zero in the ferromagnetic state, where $\langle A\rangle=\tfrac14$. In spin language it is therefore $J(A-\tfrac14)$. The constant $-J/4$ does not depend on spin direction, but it does depend on $u$. Its curvature, $-J''/4=0.0498$ eV/Å$^2$, belongs to $k_0$. The reference for the shift is the stiffness at zero spin correlation, which is neither the bare spring nor the ferromagnetic value. The Hubbard chain also has a small second-neighbour term of order $t^4/U^3$; removing it with the up-up-down-down state changes $k_0$ from 2.0498 to 2.0501 eV/Å$^2$, or the reference wavenumber by 0.02 cm$^{-1}$. I neglect this below.

**Q.** So the low-temperature frequency is the antiferromagnetic one?

**A.** Not for quantum spins. First the conversion: $k_0=2.0498$ eV/Å$^2$ is 32.84 N/m and $M=2.657\times10^{-26}$ kg, so

$$\omega_0=\sqrt{\frac{32.84}{2.657\times10^{-26}}}=3.516\times10^{13}\ \text{s}^{-1},$$

or 186.6 cm$^{-1}$ after division by $2\pi c$. The ferromagnetic and antiferromagnetic determinants give 184.4 and 188.9 cm$^{-1}$.

The antiferromagnetic determinant stands for $\langle A\rangle=-0.25$. Diagonalizing a ten-spin ring with the extracted $J$ gives $-0.4515$ at 1 K, since the quantum state also gains from the spin-flip terms. The mode then lies at 190.7 cm$^{-1}$, a shift of 4.0 cm$^{-1}$ instead of the 2.3 cm$^{-1}$ of the determinant. The determinants serve to find $J''$ and $k_0$; the correlation must come from the spin problem. The last digit is not settled: the infinite chain has $\langle A\rangle=\tfrac14-\ln2=-0.4431$, which lowers the shift by 0.07 cm$^{-1}$, and the exact ten-site Hubbard ring puts the mode at 190.6 cm$^{-1}$.

**Q.** And when it warms up?

**A.** At 300 K the ring has $\langle A\rangle=-0.292$. Hence

$$\Delta k=(-0.199)(-0.292)=0.0581\ \text{eV/Å}^2,$$

$$\Delta\tilde\nu\simeq\frac{0.0581}{2(2.0498)}\times186.6=2.65\ \text{cm}^{-1}.$$

The full square root gives 2.63 cm$^{-1}$. At 1000 K the shift is down to 0.85 cm$^{-1}$. These numbers keep $J$ and $J''$ at their values for $u=0$. A warm ligand swings further and samples smaller values of both. For a six-spin ring with one quantized ligand and the full $J(u)$, the magnetic shift of the absorption-weighted line centre is 3.96, 2.25 and 0.52 cm$^{-1}$ at 5, 300 and 1000 K, where the formula gives 4.21, 2.68 and 0.86 cm$^{-1}$ for the same ring. The first-order formula therefore overestimates the shift, and more so as the temperature rises.

The hot limit can be derived. For $k_BT\gg J$, expand $e^{-\beta H_s}\simeq1-\beta H_s$. The trace of $A_b$ vanishes, and so does the trace of $A_bA_c$ for two different bonds. Only the bond's own square survives:

$$\langle A\rangle\simeq-\beta J\,\frac{\mathrm{Tr}A^2}{\mathrm{Tr}\,1}.$$

For one spin the average of $S^\alpha S^\gamma$ is $\delta_{\alpha\gamma}S(S+1)/3$. Two spins and three components give $3[S(S+1)/3]^2$, so

$$\langle A\rangle\simeq-\frac{J[S(S+1)]^2}{3k_BT}.$$

At 1000 K, where $k_BT=86.2$ meV, this is $-(39.9/86.2)(0.5625/3)=-0.087$, against $-0.094$ from the ring. At fixed $J$ and $J''$ the shift fades as $1/T$ in this limit; the corrections from the growing ligand amplitude do not fall in this way. The chain has no ordering temperature, yet it has a shift: the formula follows the correlation of neighbours and not the long-range order.

**Q.** If I measured such a curve, could I read $\langle\mathbf S_i\cdot\mathbf S_j\rangle$ straight from it?

**A.** Only after removing what this model leaves out. Thermal expansion and ordinary anharmonicity also move the frequency with temperature, and their part must be known to better than the few cm$^{-1}$ that magnetism contributes here. You would also need a symmetry reason for $J'=0$, or an estimate of the spin response. Even with that symmetry, the thermal amplitude of the ligand changes the proportionality between shift and correlation, in this model by about 15% at 300 K and 40% at 1000 K. On the theoretical side, the extraction used mean-field electrons and the correlation came from a finite ring. The numbers illustrate the mechanism for these parameters and are not a prediction for a material.

## Computed results

```
hopping t0 = 0.20 eV, repulsion U = 4.0 eV
half ion-ion distance d = 2.0 angstrom, decay power p = 3
lattice spring = 2.00 eV/A^2, ligand mass = 16 u
sites in mean-field ring = 12, spins in thermal ring = 10
AFM mean-field site spin = 0.4950
energy per bond, FM = 0.000 meV (magnitude)
energy per bond, AFM = -19.950 meV
J from energies = 39.900 meV
J from 4t^2/U = 40.000 meV
k_FM = 2.00000 eV/A^2
k_AFM = 2.09950 eV/A^2
k_AFM, one ligand moved = 2.09950 eV/A^2
k0 extracted = 2.04975 eV/A^2
J'' extracted = -199.00 meV/A^2
J'' superexchange formula = -200.00 meV/A^2
relative error of formula match, t0 = -0.500 %
relative error of formula match, t0/2 = -0.125 %
wavenumber FM = 184.368 cm^-1
wavenumber AFM = 188.898 cm^-1
wavenumber at k0 = 186.647 cm^-1
electronic response term, u=0.5 A = -31.32 meV/A^2
bent bridge u=0.5 A, six spins, kT = 30 meV:
  J''<S.S> term = -3.81 meV/A^2
  spin-response term = -18.53 meV/A^2
quantized ligand, four spins: <S.S> = -0.5000
  phonon quantum at k0 = 23.141 meV
  zero-point <u^2> = 0.005645 A^2
  first-order shift = 0.5617 meV
  shift by diagonalization = 0.5474 meV
T (K), <S.S>, k (eV/A^2), wavenumber, shift, first-order (cm^-1)
      1   -0.4515   2.13961   190.694   4.047   4.091
    100   -0.4315   2.13561   190.516   3.869   3.909
    300   -0.2920   2.10787   189.274   2.627   2.646
   1000   -0.0943   2.06852   187.499   0.853   0.855
```
